# Magnetic versus electric near-field heat exchange between small metal spheres, part 1

(Sections cited here and not found follow in the second part.)

## First half: two kinds of loss and the heat they exchange

Q: Two small metal spheres at different temperatures face each other across a vacuum gap. Thermal motion of charge gives each one a fluctuating electric dipole, whose near field heats the other. You want to add magnetic dipoles. The metal is nonmagnetic, and magnetic effects in small bodies are weak. Why bother?

A: Because heat exchange depends on how much each sphere absorbs, and a strong response can absorb very little. A good conductor polarizes strongly in an electric field, but it does so by keeping the field out, so there is little Joule heat inside. A slowly varying magnetic field enters the sphere and drives eddy currents through its whole volume. Which loss is larger has to be calculated.

Q: Then fix the system and the meaning of "absorbs".

A: The spheres are identical and nonmagnetic, with radius $R$, real conductivity $\sigma$ and centre distance $d$. At angular frequency $\omega$, fields vary as $e^{-i\omega t}$, and $k=\omega/c$. I use SI units and define the dipole responses by

$$\mathbf p=\varepsilon_0\alpha_E\mathbf E,\qquad \mathbf m=\alpha_M\mathbf H ,$$

so both $\alpha$'s are volumes. For now I assume $R\ll d\ll c/\omega$, $\sigma\gg\varepsilon_0\omega$, and $R$ well below the skin depth $\delta=\sqrt{2/(\mu_0\sigma\omega)}$.

The field does work on an electric dipole at the rate $\mathbf E\cdot\dot{\mathbf p}$. Its time average is

$$\tfrac12\,\mathrm{Re}\left[\mathbf E^*\cdot(-i\omega\varepsilon_0\alpha_E\mathbf E)\right]=\tfrac12\omega\varepsilon_0\alpha_E''|\mathbf E|^2 ,$$

where the double prime marks the imaginary part. In general that part also contains power scattered away as radiation. I shall let $\alpha''$ denote absorption alone; the quasistatic calculations below contain no radiation, so there the two agree.

Q: The magnetic force does no work on charge. What is the magnetic counterpart?

A: The work is done by the electric field that accompanies a changing $\mathbf B$. For a uniform $\mathbf B(t)$ that field is $\mathbf E=-\tfrac12\dot{\mathbf B}\times\mathbf r$, since its curl is $-\dot{\mathbf B}$. The power delivered to currents $\mathbf J$ is

$$\int\mathbf J\cdot\mathbf E\,dV=-\tfrac12\dot{\mathbf B}\cdot\int\mathbf r\times\mathbf J\,dV=-\dot{\mathbf B}\cdot\mathbf m .$$

Over a period, $\mathbf B\cdot\mathbf m$ returns to its value, so $-\dot{\mathbf B}\cdot\mathbf m$ and $\mathbf B\cdot\dot{\mathbf m}$ have the same average. With $\mathbf B=\mu_0\mathbf H$ the absorbed power is $\tfrac12\omega\mu_0\alpha_M''|\mathbf H|^2$.

Q: Start with the electric loss. I'd like to see the screening, not hear about it.

A: The current in the metal enters Maxwell's equation as

$$\nabla\times\mathbf H=\sigma\mathbf E-i\omega\varepsilon_0\mathbf E=-i\omega\varepsilon_0\varepsilon\mathbf E,\qquad \varepsilon=1+is,\quad s=\frac{\sigma}{\varepsilon_0\omega}.$$

Put the sphere in a uniform field $E_0$. Let the inner field be uniform, $E_{\rm in}$, and the outer field be $E_0$ plus that of a dipole $p$. Write $D=p/(4\pi\varepsilon_0R^3)$. Continuity of the tangential field and of $\varepsilon E_r$ at the surface gives

$$E_{\rm in}=E_0-D,\qquad \varepsilon E_{\rm in}=E_0+2D .$$

Twice the first plus the second removes $D$:

$$E_{\rm in}=\frac{3E_0}{\varepsilon+2},\qquad D=E_0-E_{\rm in}=\left(1-\frac{3}{\varepsilon+2}\right)E_0 .$$

Since $p=4\pi\varepsilon_0R^3D$, the response is $\alpha_E=4\pi R^3[1-3/(3+is)]$. Its imaginary part is

$$\alpha_E''=4\pi R^3\frac{3s}{9+s^2}\simeq4\pi R^3\,\frac{3\varepsilon_0\omega}{\sigma}\qquad(s\gg1).$$

The real part is close to $4\pi R^3$, the value for a perfect conductor, while the loss falls as $1/\sigma$. The inner field falls as $1/\sigma$, so the Joule heat, $\sigma$ times its square, also falls as $1/\sigma$.

Q: And the magnetic loss?

A: Faraday's law on a circle of radius $\rho$ about the field axis gives $2\pi\rho E=\pi\rho^2\omega B$ for the amplitudes, so $E=\omega B\rho/2$. This field circles the axis and has no component normal to the surface, so no surface charge is needed to keep the current inside. The magnetic field of the eddy currents themselves is negligible when $R\ll\delta$. The mean Joule heat is

$$P=\tfrac12\sigma\frac{\omega^2B^2}{4}\int\rho^2\,dV,\qquad \int\rho^2\,dV=\frac23\int_0^R r^2\,4\pi r^2\,dr=\frac{8\pi R^5}{15}.$$

The factor $2/3$ arises because $\rho^2$ contains two of the three equivalent squares in $r^2$. Hence $P=\pi\sigma\omega^2B^2R^5/15$. Equating it to $\tfrac12\omega\alpha_M''B^2/\mu_0$ yields

$$\alpha_M''=\frac{2\pi}{15}\mu_0\sigma\omega R^5=4\pi R^3\,\frac{\mu_0\sigma\omega R^2}{30}.$$

Q: One loss falls with conductivity and the other rises. Their quotient should still depend on frequency, surely?

A: Both are proportional to $\omega$, so it drops out:

$$\frac{\alpha_M''}{\alpha_E''}=\frac{\mu_0\sigma\omega R^2}{30}\,\frac{\sigma}{3\varepsilon_0\omega}=\frac{\mu_0}{\varepsilon_0}\frac{\sigma^2R^2}{90}=\frac{(Z_0\sigma R)^2}{90}\equiv\mathcal Q ,$$

where $Z_0=\sqrt{\mu_0/\varepsilon_0}$ is the vacuum impedance. The electric loss comes from the current needed to recharge the surface at frequency $\omega$; the magnetic loss comes from an induced voltage proportional to $\omega$. In both cases the current is proportional to $\omega$ and the heat to $\omega^2$. One factor $\omega$ is already explicit in the definition of $\alpha''$.

The two losses are equal at the radius

$$R_c=\frac{\sqrt{90}}{Z_0\sigma}.$$

Below $R_c$ the electric loss is larger, because eddy currents enclose too little flux. Above it the magnetic loss is larger, at least while $R$ remains below the skin depth. The formulas can be used at $R_c$ only if $R_c$ is itself well below $\delta$. Since $(R_c/\delta)^2=45/s$, this requires $s\gg45$.

Q: That compares absorption in a given field. The exchanged heat also needs the source. How large are the thermal dipoles?

A: They are fixed by the same absorptive parts. Take any coordinate $q$ of a body that responds linearly to a force $F$, with $q=\chi F$ and interaction energy $-qF$. Represent the body by many harmonic modes $x_j$ of unit mass, with $q=\sum_jc_jx_j$. Then, for $\omega>0$,

$$\chi=\sum_j\frac{c_j^2}{\omega_j^2-\omega^2-i0},\qquad \chi''=\sum_j\frac{\pi c_j^2}{2\omega_j}\,\delta(\omega-\omega_j).$$

In equilibrium at temperature $T$ each mode has the mean thermal energy

$$\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.$$

Half of it is potential energy, so $\langle x_j^2\rangle=\Theta(\omega_j,T)/\omega_j^2$. Different modes are uncorrelated, and therefore

$$\langle q^2\rangle=\sum_j\frac{c_j^2\,\Theta(\omega_j,T)}{\omega_j^2}=\int_0^\infty\frac{2}{\pi\omega}\chi''(\omega)\,\Theta(\omega,T)\,d\omega .$$

The last equality follows by inserting $\chi''$. This is the fluctuation-dissipation theorem. I have left out the zero-point energy: it is the same for both spheres and cancels in the net flow.

For a component of $\mathbf p$ the force is $E$, so $\chi=\varepsilon_0\alpha_E$. For a component of $\mathbf m$ the force is $B=\mu_0H$, so $\chi=\alpha_M/\mu_0$. The magnetic response also contains a real, frequency-independent diamagnetic term, which the sum over modes leaves out. It describes a moment that is absent without an applied field, so it changes neither $\chi''$ nor the fluctuations.

Q: Now send the heat across. Does the magnetic route use a different coupling?

A: The coupling has the same form. At distance $d$ along the unit vector $\mathbf n$, the near field of the electric dipole is

$$\mathbf E=\frac{3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0d^3}.$$

A dipole along $\mathbf n$ contributes with factor $2$, and each transverse dipole with factor $-1$. The squares add to $4+1+1=6$. A field of amplitude $E$ has mean square $\tfrac12|E|^2$, so the second sphere absorbs $\omega\varepsilon_0\alpha_E''\langle E^2\rangle$. Per unit angular frequency this is

$$P_{EE}(\omega)=\omega\varepsilon_0\alpha_E''\cdot\frac{6}{16\pi^2\varepsilon_0^2d^6}\cdot\frac{2\varepsilon_0\alpha_E''\Theta}{\pi\omega}=\frac{3}{4\pi^3}\frac{(\alpha_E'')^2}{d^6}\,\Theta .$$

For magnetic dipoles, $\mathbf H=[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m]/(4\pi d^3)$, and

$$P_{MM}(\omega)=\omega\mu_0\alpha_M''\cdot\frac{6}{16\pi^2d^6}\cdot\frac{2\alpha_M''\Theta}{\pi\omega\mu_0}=\frac{3}{4\pi^3}\frac{(\alpha_M'')^2}{d^6}\,\Theta .$$

Q: So the quotient enters once for the emitter and once for the absorber.

A: Yes. To leading order under the stated conditions,

$$\frac{P_{MM}}{P_{EE}}=\mathcal Q^2=\left[\frac{(Z_0\sigma R)^2}{90}\right]^2 .$$

Distance and temperature cancel as well. With $\sigma$ held fixed, doubling the radius multiplies the ratio by $2^4=16$.

Q: The ratio can't reveal a wrong common prefactor. Can you check $3/(4\pi^3)$ against something that doesn't use fluctuating dipoles?

A: Move the spheres into each other's far zone, where Planck's law applies. There a transverse dipole gives $|E|=k^2|p|/(4\pi\varepsilon_0d)$ and a longitudinal one gives nothing at this order. Replacing $6/d^6$ by $2k^4/d^2$ in $P_{EE}$ turns it into

$$P_{\rm far}=\frac{k^4(\alpha_E'')^2}{4\pi^3d^2}\,\Theta .$$

Now use radiometry. A plane wave carries intensity $\tfrac12\varepsilon_0c|E|^2$, so the absorption cross-section is $\tfrac12\omega\varepsilon_0\alpha_E''|E|^2$ divided by this, which is $k\alpha_E''$. By Kirchhoff's law the sphere emits $4\pi(k\alpha_E'')I_\omega$, with the blackbody intensity $I_\omega=k^2\Theta/(4\pi^3)$. The other sphere intercepts the fraction $k\alpha_E''/(4\pi d^2)$. The product is

$$4\pi k\alpha_E''\cdot\frac{k^2\Theta}{4\pi^3}\cdot\frac{k\alpha_E''}{4\pi d^2}=\frac{k^4(\alpha_E'')^2}{4\pi^3d^2}\,\Theta ,$$

in agreement with $P_{\rm far}$.

Q: A real body radiates over a whole spectrum. What total power results?

A: Write $\alpha''=4\pi R^3A\omega$, with $A_E=3\varepsilon_0/\sigma$ and $A_M=\mu_0\sigma R^2/30$. If $\sigma$ is constant over the thermal spectrum, then

$$P=\frac{3(4\pi R^3)^2A^2}{4\pi^3d^6}\int_0^\infty\omega^2\Theta\,d\omega .$$

With $x=\hbar\omega/k_BT$ the integral becomes

$$\int_0^\infty\omega^2\Theta\,d\omega=\frac{(k_BT)^4}{\hbar^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}=\frac{(k_BT)^4}{\hbar^3}\,\frac{\pi^4}{15}.$$

The last step expands $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$, integrates each term to $6/n^4$, and uses $\sum n^{-4}=\pi^4/90$. The numerical factor is $3\cdot16\pi^2\cdot\pi^4/(4\pi^3\cdot15)=4\pi^3/5$, so

$$P=\frac{4\pi^3}{5}\left(\frac Rd\right)^6A^2\,\frac{(k_BT)^4}{\hbar^3}.$$

This is the one-way power from a sphere at $T$. The net flow is $P(T_1)-P(T_2)$. Both kinds follow the same $T^4$ law, so their integrated ratio is again $\mathcal Q^2$.

Q: Put in numbers for a metal one could hold.

A: Take $\sigma=10^6$ S/m, a rough value for a resistive alloy such as nichrome, with $R=50$ nm, $d=400$ nm and $T=300$ K. Then

$$Z_0\sigma R=376.73\times10^6\times50\times10^{-9}=18.84,$$

$$\mathcal Q=\frac{18.84^2}{90}=3.94,\qquad \mathcal Q^2=15.5 .$$

The crossover radius is 25.2 nm, so these spheres are about twice as large as the size at which the losses are equal.

The time constants are $A_E=2.656\times10^{-17}$ s and $A_M=1.047\times10^{-16}$ s. With $(R/d)^6=(1/8)^6$, the closed formula gives one-way powers of $1.68\times10^{-17}$ W for the electric part and $2.60\times10^{-16}$ W for the magnetic part. Since $P\propto T^4$, a small temperature difference sees, to leading order, the conductance below; the full dipole fields, mixed paths and quadrupoles discussed in the second half raise it by about 8%:

$$G=\frac{4(P_{EE}+P_{MM})}{T}=\frac{4(0.168+2.604)\times10^{-16}\ \mathrm W}{300\ \mathrm K}=3.70\times10^{-18}\ \mathrm{W/K}.$$

## Second half: how far the law can be trusted

Q: Before I attack the assumptions, remind me what is on the table.

A: Each sphere has radius $R$ and conductivity $\sigma$; the centres are $d$ apart; $k=\omega/c$, $s=\sigma/(\varepsilon_0\omega)$, and $\delta=\sqrt{2/(\mu_0\sigma\omega)}$ is the skin depth. The dipole losses are

$$\alpha_E''=4\pi R^3\frac{3}{s},\qquad \alpha_M''=4\pi R^3\frac{\mu_0\sigma\omega R^2}{30},\qquad \mathcal Q=\frac{\alpha_M''}{\alpha_E''}=\frac{(Z_0\sigma R)^2}{90}.$$

The spectral exchange is $3\alpha_1''\alpha_2''\Theta/(4\pi^3d^6)$, with $\Theta$ the mean thermal energy of a mode, and the magnetic-to-electric ratio is $\mathcal Q^2$. The example has $R=50$ nm, $d=400$ nm, $T=300$ K, $\sigma=10^6$ S/m and $\mathcal Q^2=15.5$.

Q: Which frequencies matter there? Your conditions mean little without one.

A: The thermal weight is $x^3/(e^x-1)$ with $x=\hbar\omega/k_BT$. Its mean $x$ is 3.83, so $\omega=1.505\times10^{14}$ rad/s. There $s=750$, $\delta=103$ nm, $R/\delta=0.49$ and $kd=0.20$. The metal is a good conductor, but $R/\delta$ is not very small.

To leading order for small spheres, the magnetic-to-electric exchange ratio is $\mathcal Q^2$, which is 15.5 in the example. But the radius there is about half a skin depth at the mean thermal frequency, so it remains to find how far the law can be trusted when the neglected field of the eddy currents and the other simplifying assumptions are examined.
